# Why the Full Heat-Flux Autocorrelation Sum Vanishes and What Replaces It: a program that tests the result

```python
"""
Result under test: for a record J_1..J_N with its sample mean removed, the
autocorrelation c_k = (1/N) sum_n d_n d_(n+|k|) sums to zero over all lags.
A single-run Green-Kubo conductivity therefore needs a lag window, spectral
smoothing or block averaging.
Symbols: kappa conductivity, tau correlation time of the flux, step sampling
interval, run = N*step record length, window = (M+1/2)*step for lags |k|<=M.
Ratios are estimates divided by the true conductivity of the model.
The model flux is stationary, Gaussian and exponentially correlated.
"""
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.signal import lfilter

rng = np.random.default_rng(20)

# ---- the identity in exact integer arithmetic, on data with a strong trend
n_int = 40
data = [int(v) + i * i for i, v in enumerate(rng.integers(0, 100, n_int))]
total = sum(data)
dev = [n_int * v - total for v in data]          # N times the deviation


def lag_products(x):
    return [sum(x[i] * x[i + k] for i in range(len(x) - k))
            for k in range(len(x))]


prod = lag_products(dev)
integer_sum = prod[0] + 2 * sum(prod[1:])
assert integer_sum == 0
circular_sum = sum(dev[i] * dev[(i + k) % n_int]
                   for k in range(n_int) for i in range(n_int))
assert circular_sum == 0
raw = lag_products(data)
assert raw[0] + 2 * sum(raw[1:]) == total ** 2
other_divisor = Fraction(prod[0], n_int) + 2 * sum(
    Fraction(prod[k], n_int - k) for k in range(1, n_int))
assert other_divisor != 0
other_ratio = float(other_divisor / Fraction(prod[0], n_int))


# ---- exact expectation of c_k from the covariance matrix of the record
def expected_acf(cov):
    n = len(cov)
    p = cov - cov.mean(0) - cov.mean(1)[:, None] + cov.mean()
    return np.array([np.trace(p, offset=k) for k in range(n)]) / n


n_mat, tau_mat = 1000, 10.0
lags = np.arange(n_mat)
white = expected_acf(np.eye(n_mat))
white_run = 2 * np.cumsum(white) - white[0]
assert np.allclose(white_run,
                   (n_mat - lags) * (n_mat - lags - 1) / n_mat**2, atol=1e-10)
phi_mat = np.exp(-1 / tau_mat)
area_mat = (1 + phi_mat) / (1 - phi_mat)
corr = expected_acf(toeplitz(phi_mat ** lags))
corr_run = (2 * np.cumsum(corr) - corr[0]) / area_mat
late = lags >= 8 * tau_mat
law_error = np.max(np.abs(corr_run - (1 - (lags + 0.5) / n_mat)**2)[late])
assert law_error < 2 * tau_mat / n_mat           # edge terms are O(tau/run)
refactor = n_mat / (n_mat - lags)
white_other = 2 * np.sum(white * refactor) - white[0]
corr_other = (2 * np.sum(corr * refactor) - corr[0]) / area_mat
assert abs(white_other + 1 - 1 / n_mat) < 1e-9
assert abs(corr_other + 1) < 0.15                # edge terms carry a logarithm

# ---- example parameters: rough values in the regime of silicon at 1000 K
kappa, temp, tau, step, n = 30.0, 1000.0, 10.0, 1.0, 4000   # W/mK, K, ps, ps
lattice, cells = 0.543, 10                                  # nm, per side
run = n * step
volume = (lattice * cells * 1e-9) ** 3
flux_rms = np.sqrt(kappa * const.k * temp**2 / (volume * tau * 1e-12))
best_window = 0.5 * tau * np.log(run / (2 * tau))
m_best = int(round(best_window / step - 0.5))
curvature = (2 * np.pi * tau / run) ** 2 / 3
m_freq = int(round((1 / (4 * curvature**2)) ** 0.2))
phi = np.exp(-step / tau)


def make_runs(count):
    kick = rng.standard_normal((count, n)) * np.sqrt(1 - phi**2)
    kick[:, 0] /= np.sqrt(1 - phi**2)            # stationary start
    return lfilter([1.0], [1.0, -phi], kick, axis=1)


# ---- ensemble of independent runs
n_batch, batch = 8, 500
n_runs = n_batch * batch
sum1, sum2 = np.zeros(n), np.zeros(n)
raw_long, raw_short, smooth, blocks = [], [], [], []
largest_end = 0.0
block_len = 100
n_block = n // block_len
scale = step / (2 * tau)
for b in range(n_batch):
    x = make_runs(batch)
    if b == 0:
        sample = x[0].copy()
    d = x - x.mean(axis=1, keepdims=True)
    power = np.abs(np.fft.rfft(d, 8192, axis=1)) ** 2
    acf = np.fft.irfft(power, 8192, axis=1)[:, :n] / n
    running = scale * (2 * np.cumsum(acf, axis=1) - acf[:, :1])
    largest_end = max(largest_end, np.max(np.abs(running[:, -1])))
    sum1 += running.sum(0)
    sum2 += (running**2).sum(0)
    raw_long.append(scale * n * x.mean(1) ** 2)
    raw_short.append(scale * (n // 4) * x[:, :n // 4].mean(1) ** 2)
    ordinates = np.abs(np.fft.rfft(x, axis=1)[:, 1:m_freq + 1]) ** 2 / n
    smooth.append(scale * ordinates.mean(1))
    means = d.reshape(batch, n_block, block_len).mean(2)
    blocks.append(scale * block_len * (means**2).mean(1))
raw_long, raw_short, smooth, blocks = map(
    np.concatenate, (raw_long, raw_short, smooth, blocks))
mean_run = sum1 / n_runs
std_run = np.sqrt(np.maximum(sum2 / n_runs - mean_run**2, 0))
rms_error = np.sqrt(std_run**2 + (mean_run - 1) ** 2)
assert largest_end < 1e-9


def check_mean(value, spread, law):
    # four standard errors plus edge terms of order tau/run
    assert abs(value - law) < 4 * spread / np.sqrt(n_runs) + 0.005


# known zero mean kept: right on average, scatter independent of run length
for values, length in ((raw_long, run), (raw_short, run / 4)):
    check_mean(values.mean(), values.std(), 1 - tau / length)
    assert abs(values.std() / np.sqrt(2) - 1) < 0.13   # about 4 std errors

# truncated sums: mean and scatter
for m in (m_best, 100, n // 2):
    w = (m + 0.5) * step
    check_mean(mean_run[m], std_run[m], (1 - w / run)**2 - np.exp(-w / tau))
std_law = {}
for m in (m_best, 100):
    w = (m + 0.5) * step
    std_law[m] = np.sqrt((4 * w - 3 * tau) / run)
    assert abs(std_run[m] / std_law[m] - 1) < 0.10     # law drops O(window/run)
m_measured = int(np.argmin(rms_error))
assert abs((m_measured + 0.5) * step / best_window - 1) < 0.25

# smoothing of nonzero Fourier ordinates
omega = 2 * np.pi * np.arange(1, m_freq + 1) / run
lorentz = 1 / (1 + (omega * tau) ** 2)
smooth_std_law = np.sqrt(np.sum(lorentz**2)) / m_freq
check_mean(smooth.mean(), smooth.std(), lorentz.mean())
assert abs(smooth.std() / smooth_std_law - 1) < 0.10
smooth_rms = np.sqrt(np.mean((smooth - 1) ** 2))

# block averages
block_time = block_len * step
block_law = 1 - tau / block_time - block_time / run
block_std_law = (1 - tau / block_time) * np.sqrt(2 / n_block)
check_mean(blocks.mean(), blocks.std(), block_law)
assert abs(blocks.std() / block_std_law - 1) < 0.10

# ---- one run in physical units, with lag sums formed directly
flux = flux_rms * sample
d = flux - flux.mean()
direct = np.correlate(d, d, "full")[n - 1:] / n
prefactor = volume * step * 1e-12 / (const.k * temp**2)
kappa_run = prefactor * (np.cumsum(direct) - direct[0] / 2)
assert abs(kappa_run[-1]) < 1e-8 * kappa
# truncation equals a kernel average of the zero-padded periodogram
grid = 2 * np.pi * np.arange(2 * n) / (2 * n)
kernel = np.full(2 * n, 2.0 * m_best + 1)
kernel[1:] = np.sin((m_best + 0.5) * grid[1:]) / np.sin(grid[1:] / 2)
padded = np.abs(np.fft.fft(d, 2 * n)) ** 2 / n
kappa_kernel = prefactor / 2 * np.mean(kernel * padded)
assert abs(kappa_kernel - kappa_run[m_best]) < 1e-8 * kappa
# removing the mean changes the zero-frequency ordinate only
before, after = np.fft.fft(flux), np.fft.fft(d)
size = np.max(np.abs(before))
assert np.max(np.abs(before[1:] - after[1:])) < 1e-9 * size
assert abs(after[0]) < 1e-9 * size < abs(before[0])

# ---- sizes of neglected effects
# Debye solid, lifetime ~ 1/frequency^2: conductivity is uniform in frequency
cut = (2 * np.pi / cells) / (6 * np.pi**2 * 4) ** (1 / 3)
tau_top = tau * (1 - cut**3) / (3 * (1 - cut))   # keeps the same mean tau
tau_slowest = tau_top / cut**2


def tail_loss(w):
    return quad(lambda u: np.exp(-w * u * u / tau_top), cut, 1)[0] / (1 - cut)


trial = np.arange(5.0, 400.0, 1.0)
trial_error = np.sqrt([tail_loss(w) ** 2 + 4 * w / run for w in trial])
wide_best = trial[np.argmin(trial_error)]
debye_temp = 640.0
y = debye_temp / temp
heat_ratio = 3 / y**3 * quad(
    lambda s: s**4 * np.exp(s) / np.expm1(s) ** 2, 0, y)[0]
alias_share = step / (2 * tau)

w_best = (m_best + 0.5) * step
ev_unit = 1 / const.e * 1e-12 * 1e-10            # W/(m K) to eV/(ps A K)
print(f"integer data: full lag sum, common divisor = {integer_sum}")
print(f"integer data: full sum / c_0, divisor N-|k| = {other_ratio:.3f}")
print(f"exact expectation, N-|k| divisor, white noise: {white_other:.4f} S")
print(f"same, correlated (N=1000, tau=10 samples): {corr_other:.3f} S")
print(f"largest error of (1-window/run)^2 law there: {law_error:.4f}")
print(f"model conductivity: {kappa:.1f} W/(m K)")
print(f"  converted: {kappa * ev_unit:.5f} eV/(ps angstrom K)")
print(f"temperature: {temp:.0f} K; correlation time: {tau:.0f} ps")
print(f"lattice constant: {lattice:.3f} nm; cell side: {lattice*cells:.2f} nm")
print(f"run: {run:.0f} ps; sampling: {step:.0f} ps; samples: {n}")
print(f"rms heat flux: {flux_rms * 1e-9:.2f} GW/m^2")
print("one run, running conductivity:")
for m in (5, 10, m_best, 100, 400, 1000, 2000, 3000, n - 1):
    print(f"  up to lag {m * step:.0f} ps: {kappa_run[m]:.3f} W/(m K)")
print(f"ensemble: {n_runs} runs; largest |full-sum ratio|: {largest_end:.1e}")
print(f"mean kept, 4 ns: mean {raw_long.mean():.3f}, std {raw_long.std():.3f}")
print(f"mean kept, 1 ns: mean {raw_short.mean():.3f},"
      f" std {raw_short.std():.3f}")
print(f"best window, formula: {best_window:.1f} ps; used: {w_best:.1f} ps")
print(f"best window, measured: {(m_measured + 0.5) * step:.1f} ps")
print(f"lost tail at used window: {np.exp(-w_best / tau):.4f}")
for m in (m_best, 100):
    print(f"lag {m * step:.0f} ps: mean ratio {mean_run[m]:.3f},"
          f" std {std_run[m]:.3f}, std formula {std_law[m]:.3f}")
print(f"lag {n // 2 * step:.0f} ps: mean ratio {mean_run[n // 2]:.3f},"
      f" std {std_run[n // 2]:.3f}")
print(f"rms error, used window: {rms_error[m_best]:.3f}"
      f" = {kappa * rms_error[m_best]:.1f} W/(m K)")
print(f"smoothing: {m_freq} ordinates, up to {m_freq / run * 1e3:.2f} GHz")
print(f"  mean ratio {smooth.mean():.3f}, formula {lorentz.mean():.3f}")
print(f"  std {smooth.std():.3f}, formula {smooth_std_law:.3f},"
      f" rms error {smooth_rms:.3f}")
print(f"blocks: {n_block} of {block_time:.0f} ps")
print(f"  mean ratio {blocks.mean():.3f}, formula {block_law:.3f}")
print(f"  std {blocks.std():.3f}, formula {block_std_law:.3f}")
print("neglected effects (rough sizes):")
print(f"  slowest phonon lifetime in cell: {tau_slowest:.0f} ps")
print(f"  tail lost at used window, spread lifetimes: {tail_loss(w_best):.3f}")
print(f"  best window, spread lifetimes: {wide_best:.0f} ps,"
      f" rms error {trial_error.min():.2f}")
print(f"  conductivity share of waves too long for cell: {cut:.3f}")
print(f"  quantum/classical heat capacity: {heat_ratio:.3f}"
      f" (Debye temperature {debye_temp:.0f} K)")
print(f"  aliasing of an equally strong fast flux: {alias_share:.3f}")
print("done: every assertion held")
```

It prints:

```
integer data: full lag sum, common divisor = 0
integer data: full sum / c_0, divisor N-|k| = -44.644
exact expectation, N-|k| divisor, white noise: -0.9990 S
same, correlated (N=1000, tau=10 samples): -0.916 S
largest error of (1-window/run)^2 law there: 0.0100
model conductivity: 30.0 W/(m K)
  converted: 0.01872 eV/(ps angstrom K)
temperature: 1000 K; correlation time: 10 ps
lattice constant: 0.543 nm; cell side: 5.43 nm
run: 4000 ps; sampling: 1 ps; samples: 4000
rms heat flux: 16.08 GW/m^2
one run, running conductivity:
  up to lag 5 ps: 14.158 W/(m K)
  up to lag 10 ps: 22.179 W/(m K)
  up to lag 26 ps: 32.706 W/(m K)
  up to lag 100 ps: 35.515 W/(m K)
  up to lag 400 ps: 29.060 W/(m K)
  up to lag 1000 ps: 50.830 W/(m K)
  up to lag 2000 ps: 39.154 W/(m K)
  up to lag 3000 ps: 13.107 W/(m K)
  up to lag 3999 ps: 0.000 W/(m K)
ensemble: 4000 runs; largest |full-sum ratio|: 2.1e-14
mean kept, 4 ns: mean 1.001, std 1.445
mean kept, 1 ns: mean 1.002, std 1.384
best window, formula: 26.5 ps; used: 26.5 ps
best window, measured: 27.5 ps
lost tail at used window: 0.0707
lag 26 ps: mean ratio 0.915, std 0.139, std formula 0.138
lag 100 ps: mean ratio 0.954, std 0.299, std formula 0.305
lag 2000 ps: mean ratio 0.238, std 0.535
rms error, used window: 0.163 = 4.9 W/(m K)
smoothing: 33 ordinates, up to 8.25 GHz
  mean ratio 0.919, formula 0.919
  std 0.162, formula 0.160, rms error 0.181
blocks: 40 of 100 ps
  mean ratio 0.878, formula 0.875
  std 0.202, formula 0.201
neglected effects (rough sizes):
  slowest phonon lifetime in cell: 359 ps
  tail lost at used window, spread lifetimes: 0.259
  best window, spread lifetimes: 46 ps, rms error 0.27
  conductivity share of waves too long for cell: 0.102
  quantum/classical heat capacity: 0.980 (Debye temperature 640 K)
  aliasing of an equally strong fast flux: 0.050
done: every assertion held
```
